# Why the built-in field at most doubles ionized-donor diffusion: test program

```python
"""Built-in-field enhancement of ionized donor diffusion.

Result under test: J = -D h dC/dx, h = 1 + C/sqrt(C^2 + 4 ni^2), 1 <= h < 2,
for fully ionized donors alone, constant D, local neutrality, Boltzmann carriers.
C: donor concentration, ni: intrinsic carrier density at the anneal temperature,
D: intrinsic donor diffusivity, n and p: electron and hole densities.
Reduced quantities: c = C/ni, a = NA/ni (fixed acceptors), phi = q*potential/kT,
z = x/(2 sqrt(D t)). Lengths are in nm unless a name says otherwise.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_bvp, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, erfcinv

# Rough typical inputs: donor-doped silicon layer annealed near 1000 C
T = 1273.0                 # K
ni = 1e19                  # cm^-3
D_cm = 2e-15               # cm^2/s
C_surface = 5e19           # cm^-3
C_depth = 1e18             # cm^-3, level that defines the depth
time = 1800.0              # s
eps_r = 11.7
Nc = 2.5e20                # cm^-3, conduction-band density of states at T
hop = 0.25                 # nm
donor_level = 0.05         # eV
NA_background = 1e18       # cm^-3
NA_heavy = 5e19            # cm^-3
beta = 1.0                 # weight of the part of D proportional to n/ni
D_carrier = 1              # cm^2/s, electrons and holes

kT = const.k * T / const.e                       # eV
D = D_cm * 1e14                                  # nm^2/s
cs = C_surface / ni
debye = 1e9 * np.sqrt(eps_r * const.epsilon_0 * kT / (2 * const.e * ni * 1e6))


def h_formula(c, a=0.0):
    return 1 + c / np.sqrt((c - a)**2 + 4)


def log_slope(log_density, c, step=1e-4):
    """d(log_density)/d(ln c) by central difference."""
    return (log_density(c * np.exp(step)) - log_density(c * np.exp(-step))) / (2 * step)


def h_numeric(c, a=0.0):
    """Enhancement from a root search on n - p = C - NA with np = ni^2."""
    def ln_n(cc):
        return brentq(lambda s: np.exp(s) - np.exp(-s) - (cc - a), -30, 30, xtol=1e-14)
    return 1 + log_slope(ln_n, c)


# Neutrality: formula, bounds, and both limits against numerical derivatives
scan = np.logspace(-3, 3, 25)
h_scan = np.array([h_numeric(c) for c in scan])
assert np.max(np.abs(h_scan - h_formula(scan))) < 1e-7
assert np.all(np.diff(h_scan) > 0) and h_scan[0] > 1 and h_scan[-1] < 2
assert abs((h_numeric(0.01) - 1) / 0.005 - 1) < 1e-3
assert abs((2 - h_numeric(100.0)) / (2 / 100.0**2) - 1) < 2e-3

# Fixed acceptors: the maximum over C exceeds two
a_heavy = NA_heavy / ni
best = minimize_scalar(lambda c: -h_numeric(c, a_heavy), bounds=(0.1, 50),
                       method="bounded", options={"xatol": 1e-6})
h_comp_max, c_comp_max = -best.fun, best.x
assert abs(h_comp_max - (1 + np.sqrt(1 + (a_heavy / 2)**2))) < 1e-6
assert abs(c_comp_max - (a_heavy + 4 / a_heavy)) < 1e-2
assert h_comp_max > 2

# Field from zero total current of ions, electrons and holes, with np constant
Di, Dn, Dp, Cs, ns, ps, dC, dn, field = sp.symbols("Di Dn Dp C n p dC dn field")
ion_flux = -Di * (dC - Cs * field)
hole_flux = -Dp * (-ps * dn / ns - ps * field)
electron_flux = -Dn * (dn + ns * field)
field_solution = sp.solve(ion_flux + hole_flux - electron_flux, field)[0]
assert sp.simplify(field_solution.subs(Di, 0) + dn / ns) == 0
c_exact = sp.Rational(int(C_surface), int(ni))
n_exact = (c_exact + sp.sqrt(c_exact**2 + 4)) / 2
values = {Di: sp.Rational(str(D_cm)), Dn: D_carrier, Dp: D_carrier, Cs: c_exact,
          ns: n_exact, ps: 1 / n_exact, dC: -1, dn: -n_exact / (n_exact + 1 / n_exact)}
speed_error = abs(float(sp.N((field_solution / (-dn / ns) - 1).subs(values), 30)))
assert speed_error < 1e-12


def poisson(c, dx, phi):
    """Newton solution of debye^2 phi'' = sinh(phi) - c/2, neutral at both ends."""
    phi = phi.copy()
    phi[0], phi[-1] = np.arcsinh(c[0] / 2), np.arcsinh(c[-1] / 2)
    w = (debye / dx)**2
    for _ in range(60):
        residual = w * (phi[:-2] - 2 * phi[1:-1] + phi[2:]) - np.sinh(phi[1:-1]) + c[1:-1] / 2
        bands = np.full((3, len(phi) - 2), w)
        bands[1] = -2 * w - np.cosh(phi[1:-1])
        change = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += change
        if np.max(np.abs(change)) < 1e-10:
            return phi
    raise RuntimeError("Poisson iteration did not converge")


def hopping_error(length):
    """Largest gap between h and the hopping flux in the Poisson potential."""
    x = np.arange(-8 * length, 12 * length, hop)
    c = cs / (1 + np.exp(x / length))
    phi = poisson(c, hop, np.arcsinh(c / 2))
    tilt = phi[:-1] - phi[1:]
    net_hops = c[:-1] * np.exp(tilt / 2) - c[1:] * np.exp(-tilt / 2)
    middle = (c[:-1] + c[1:]) / 2
    keep = (middle > 0.02 * cs) & (middle < 0.98 * cs)
    h_hop = net_hops[keep] / (c[:-1] - c[1:])[keep]
    return np.max(np.abs(h_hop - h_formula(middle[keep])))


error_20, error_40 = hopping_error(20.0), hopping_error(40.0)
assert error_20 < 0.02
assert 3.5 < error_20 / error_40 < 4.5

# Similarity profile at constant surface concentration, using h
scale = 2 * np.sqrt(D * time)
z0 = np.linspace(0, 6, 301)
guess = np.array([cs * erfc(z0), -2 * cs / np.sqrt(np.pi) * np.exp(-z0**2)])
profile = solve_bvp(lambda z, y: np.array([y[1] / h_formula(y[0]),
                                          -2 * z * y[1] / h_formula(y[0])]),
                    lambda left, right: np.array([left[0] - cs, right[0]]),
                    z0, guess, tol=1e-7, max_nodes=20000)
assert profile.success
c_level = C_depth / ni
depth_field = scale * brentq(lambda z: profile.sol(z)[0] - c_level, 0, 5)
depth_plain = scale * erfcinv(c_level / cs)
z_fine = np.linspace(0, 6, 6001)
c_fine, g_fine = profile.sol(z_fine)
dose_field = trapezoid(c_fine, z_fine) * scale * 1e-7 * ni
dose_plain = cs * ni * scale * 1e-7 / np.sqrt(np.pi)
assert depth_field > depth_plain
assert 1 < dose_field / dose_plain < np.sqrt(2)

# Time march of hopping ions in the Poisson field; h is not used here
dx, dt = 1.0, 3.0
x = np.arange(0, 241, dx)
c = np.zeros(len(x))
c[0] = cs
phi = np.arcsinh(c / 2)
r = D * dt / dx**2
for _ in range(int(round(time / dt))):
    phi = poisson(c, dx, phi)
    tilt = phi[:-1] - phi[1:]
    right, left = r * np.exp(tilt / 2), r * np.exp(-tilt / 2)
    bands = np.zeros((3, len(x) - 2))
    bands[0, 1:] = -left[1:-1]
    bands[1] = 1 + left[:-1] + right[1:]
    bands[2, :-1] = -right[1:-1]
    rhs = c[1:-1].copy()
    rhs[0] += right[0] * cs
    c[1:-1] = solve_banded((1, 1), bands, rhs)
depth_march = np.interp(-np.log(c_level), -np.log(np.maximum(c, 1e-200)), x)
dose_march = trapezoid(c, x) * 1e-7 * ni
# Tolerance covers the 1 nm grid, the time step and the finite Debye length
assert abs(depth_march / depth_field - 1) < 0.03
assert abs(dose_march / dose_field - 1) < 0.03

# Degenerate electrons: Fermi-Dirac integral of order 1/2, Boltzmann holes
u = np.linspace(0, 8, 801)


def h_fermi(c, nc):
    def eta(cc):
        def imbalance(e):
            fd = 4 / np.sqrt(np.pi) * trapezoid(u**2 / (1 + np.exp(u**2 - e)), u)
            return nc * fd - np.exp(-e) / nc - cc
        return brentq(imbalance, -30, 10, xtol=1e-13)
    return 1 + log_slope(eta, c, 1e-3)


assert abs(h_fermi(cs, 1e6) - h_formula(cs)) < 1e-4
h_deg = h_fermi(cs, Nc / ni)
h_deg_high = h_fermi(4 * cs, Nc / ni)
assert h_deg > h_formula(cs) and h_deg_high > 2

# Incomplete ionization: isolated level, neutral donors as mobile as ions
level_factor = 2 * ni / Nc * np.exp(donor_level / kT)


def ln_n_partial(c):
    return brentq(lambda s: 2 * np.sinh(s) - c / (1 + level_factor * np.exp(s)),
                  -1, 20, xtol=1e-14)


ionized = 1 / (1 + level_factor * np.exp(ln_n_partial(cs)))
h_partial = 1 + ionized * log_slope(ln_n_partial, cs)

# Worked numbers
h_s = h_formula(cs)
n_s = (cs + np.sqrt(cs**2 + 4)) / 2
slope = -g_fine / h_formula(c_fine) / scale                   # -dc/dx, 1/nm
E_profile = kT * slope / np.sqrt(c_fine**2 + 4) * 10          # V/nm to MV/cm
diffusion_flux = D_cm * slope[0] * ni * 1e7
drift_flux = D_cm * C_surface * E_profile[0] * 1e6 / kT
assert abs((diffusion_flux + drift_flux) * 2 * time / dose_field - 1) < 1e-4

print(f"Temperature: {T:.0f} K; kT = {kT:.4f} eV")
print(f"Intrinsic carrier density ni: {ni:.1e} cm^-3")
print(f"Intrinsic donor diffusivity D: {D_cm:.1e} cm^2/s")
print(f"Surface donor concentration: {C_surface:.1e} cm^-3")
print(f"Anneal time: {time:.0f} s; 2 sqrt(Dt) = {scale:.2f} nm")
for ratio in (0.1, 1.0, 2.0, 5.0, 10.0, 100.0):
    print(f"h at C/ni = {ratio:g}: {h_numeric(ratio):.4f}")
print(f"Surface electron density: {n_s * ni:.3e} cm^-3")
print(f"Surface hole density: {ni / n_s:.3e} cm^-3")
print(f"Surface effective diffusivity: {h_s * D_cm:.3e} cm^2/s")
print(f"Surface donor gradient, magnitude: {slope[0] * ni * 1e7:.3e} cm^-4")
print(f"Surface built-in field: {E_profile[0]:.4f} MV/cm")
print(f"Largest built-in field in profile: {E_profile.max():.4f} MV/cm")
print(f"Surface diffusion flux: {diffusion_flux:.3e} cm^-2 s^-1")
print(f"Surface drift flux: {drift_flux:.3e} cm^-2 s^-1")
print(f"Concentration defining the depth: {C_depth:.1e} cm^-3")
print(f"Depth without field: {depth_plain:.2f} nm")
print(f"Depth with field, neutral theory: {depth_field:.2f} nm")
print(f"Depth with field, Poisson time march: {depth_march:.2f} nm")
print(f"Dose without field: {dose_plain:.3e} cm^-2")
print(f"Dose with field, neutral theory: {dose_field:.3e} cm^-2")
print(f"Dose with field, Poisson time march: {dose_march:.3e} cm^-2")
print(f"Depth ratio, field/no field: {depth_field / depth_plain:.4f}")
print(f"Dose ratio, field/no field: {dose_field / dose_plain:.4f}")
print(f"Relative permittivity: {eps_r}; intrinsic Debye length: {debye:.3f} nm")
print(f"Surface electron screening length: {debye * np.sqrt(2 / n_s):.3f} nm")
print(f"Largest error in h, profile length 20 nm: {error_20:.5f}")
print(f"Largest error in h, profile length 40 nm: {error_40:.5f}")
print(f"Ratio of these errors: {error_20 / error_40:.3f}")
print(f"Conduction-band density of states: {Nc:.1e} cm^-3")
print(f"h at surface, Fermi-Dirac electrons: {h_deg:.4f}")
print(f"h at C = {4 * C_surface:.1e} cm^-3, Fermi-Dirac: {h_deg_high:.4f}")
print(f"Isolated donor level depth: {donor_level} eV")
print(f"Ionized fraction, isolated level: {ionized:.3f}")
print(f"D_eff/D, isolated level: {h_partial:.4f}")
print(f"Weight beta in D(1+beta n/ni)/(1+beta): {beta}")
print(f"D_eff/D at surface with this D(n): {h_s * (1 + beta * n_s) / (1 + beta):.3f}")
print(f"h at surface, acceptors {NA_background:.1e} cm^-3: "
      f"{h_numeric(cs, NA_background / ni):.4f}")
print(f"Maximum h, acceptors {NA_heavy:.1e} cm^-3: {h_comp_max:.4f}")
print(f"Donor concentration at that maximum: {c_comp_max * ni:.2e} cm^-3")
print(f"Carrier diffusivity: {D_carrier} cm^2/s; relative field error: {speed_error:.1e}")
print(f"Hop length: {hop} nm; largest qE*hop/kT: {E_profile.max() * 0.1 * hop / kT:.5f}")
print("success")
```

Printed output:

```
Temperature: 1273 K; kT = 0.1097 eV
Intrinsic carrier density ni: 1.0e+19 cm^-3
Intrinsic donor diffusivity D: 2.0e-15 cm^2/s
Surface donor concentration: 5.0e+19 cm^-3
Anneal time: 1800 s; 2 sqrt(Dt) = 37.95 nm
h at C/ni = 0.1: 1.0499
h at C/ni = 1: 1.4472
h at C/ni = 2: 1.7071
h at C/ni = 5: 1.9285
h at C/ni = 10: 1.9806
h at C/ni = 100: 1.9998
Surface electron density: 5.193e+19 cm^-3
Surface hole density: 1.926e+18 cm^-3
Surface effective diffusivity: 3.857e-15 cm^2/s
Surface donor gradient, magnitude: 1.029e+25 cm^-4
Surface built-in field: 0.0210 MV/cm
Largest built-in field in profile: 0.0309 MV/cm
Surface diffusion flux: 2.058e+10 cm^-2 s^-1
Surface drift flux: 1.911e+10 cm^-2 s^-1
Concentration defining the depth: 1.0e+18 cm^-3
Depth without field: 62.42 nm
Depth with field, neutral theory: 74.07 nm
Depth with field, Poisson time march: 74.13 nm
Dose without field: 1.070e+14 cm^-2
Dose with field, neutral theory: 1.429e+14 cm^-2
Dose with field, Poisson time march: 1.430e+14 cm^-2
Depth ratio, field/no field: 1.1866
Dose ratio, field/no field: 1.3346
Relative permittivity: 11.7; intrinsic Debye length: 1.883 nm
Surface electron screening length: 1.169 nm
Largest error in h, profile length 20 nm: 0.00295
Largest error in h, profile length 40 nm: 0.00074
Ratio of these errors: 4.007
Conduction-band density of states: 2.5e+20 cm^-3
h at surface, Fermi-Dirac electrons: 1.9985
h at C = 2.0e+20 cm^-3, Fermi-Dirac: 2.2718
Isolated donor level depth: 0.05 eV
Ionized fraction, isolated level: 0.683
D_eff/D, isolated level: 1.4623
Weight beta in D(1+beta n/ni)/(1+beta): 1.0
D_eff/D at surface with this D(n): 5.971
h at surface, acceptors 1.0e+18 cm^-3: 1.9447
Maximum h, acceptors 5.0e+19 cm^-3: 3.6926
Donor concentration at that maximum: 5.80e+19 cm^-3
Carrier diffusivity: 1 cm^2/s; relative field error: 3.9e-15
Hop length: 0.25 nm; largest qE*hop/kT: 0.00704
success
```
